# SET time of a filament gap closing under field-driven hopping, part 1

(Sections cited here and not found follow in the second part.)

## First half: the closing law and its exact solution

### A gap whose exponent is a straight line

A resistive memory cell in its high-resistance state contains a conducting filament that stops short of one electrode. The SET operation applies a voltage, the filament grows, and the cell switches on when the remaining gap \(g\) has closed. The law studied here is

\[
\frac{dg}{dt}=-v\,e^{b/g},\qquad g(0)=g_0 ,
\]

where \(v>0\) is a speed, \(b>0\) is a length proportional to the voltage, and both are constant during the closure. The ratio

\[
x=\frac{b}{g_0}
\]

is the exponent at the start. The SET time \(t_{\rm SET}\) is the time at which \(g\) reaches zero.

Before solving this law, replace it by one that can be solved at sight. Let \(\delta=g_0-g\) be the distance already closed. While \(\delta\) is small compared with \(g_0\),

\[
\frac{b}{g}=\frac{b}{g_0}\,\frac{1}{1-\delta/g_0}\approx x\left(1+\frac{\delta}{g_0}\right),
\]

and the law becomes

\[
\frac{d\delta}{dt}=v\,e^{x}\,e^{x\delta/g_0}.
\]

Multiply by \(e^{-x\delta/g_0}\) and integrate from \(\delta=0\) at \(t=0\):

\[
\frac{g_0}{x}\left(1-e^{-x\delta/g_0}\right)=v\,e^{x}\,t .
\]

Setting \(\delta=g_0\) gives the closing time of this simplified gap,

\[
t_{\rm lin}=\frac{g_0}{v}\,\frac{e^{-x}}{x}\left(1-e^{-x}\right).
\]

Three features can be read off. First, if the speed stayed at its initial value \(v e^{x}\), the time would be \(g_0e^{-x}/v\). For large \(x\) the simplified gap closes about \(x\) times faster than that, because each bit of progress raises the speed. Second, progress by \(g_0/x\) multiplies the speed by \(e\), so for large \(x\) most of the time is spent over the distance \(g_0/x\). Third, for \(x\to0\) the factor \((1-e^{-x})/x\) tends to 1 and \(t_{\rm lin}\to g_0/v\), as it must when the exponential is switched off.

The simplification has a definite sign of error. For \(0<\delta<g_0\),

\[
\frac{1}{1-\delta/g_0}-\left(1+\frac{\delta}{g_0}\right)=\frac{(\delta/g_0)^2}{1-\delta/g_0}>0 ,
\]

so the true gap moves faster at every position and \(t_{\rm SET}<t_{\rm lin}\). The exact solution must therefore lie below \(t_{\rm lin}\), and it should approach it when \(x\) is large, since the time is then spent where \(\delta\ll g_0\).

### Where the exponential of 1/g comes from

Suppose the filament advances by thermally activated hops of ions. Each hop has length \(a\), the attempt frequency is \(f\), and the barrier without field is \(E_a\). The saddle point is taken to lie halfway between two sites, at distance \(a/2\). A local field that pulls the ion forward lowers the forward barrier by the work done up to the saddle, and raises the backward barrier by the same amount.

Take the mean field in the gap to be \(F=V/g\), with \(V\) the voltage across the gap. The force on the ion is written \(\gamma qF\), where \(q\) is the elementary charge and the number \(\gamma\) contains both the charge number of the ion and the enhancement of the local field over the mean field. The barrier change is then \(\gamma q aV/(2g)\). With Boltzmann's constant \(k\) and temperature \(T\), the forward speed is

\[
a f\exp\left[-\frac{E_a-\gamma q aV/(2g)}{kT}\right]=v\,e^{b/g},
\]

\[
v=a f\,e^{-E_a/kT},\qquad b=\frac{\gamma q aV}{2kT}.
\]

The factor 2 in \(b\) is the halfway position of the saddle.

Two assumptions enter. Backward hops, which would subtract \(v e^{-b/g}\), have been dropped; relative to the forward term they are of size \(e^{-2b/g}\). The barrier must also remain positive, which requires

\[
g>g_c=\frac{\gamma q aV}{2E_a}.
\]

Below \(g_c\) the formula gives a speed above \(af\), which hopping with attempt frequency \(f\) cannot supply. The differential equation is nevertheless well defined for every \(g>0\), and the time it assigns to the region below \(g_c\) is less than \(g_c/(af)\), a bound that is evaluated for the example in the second half.

### Separation of variables

The right-hand side depends on \(g\) alone and never vanishes, so the gap decreases steadily and time can be expressed as a function of gap. From \(dt=-e^{-b/g}dg/v\),

\[
t_{\rm SET}=\frac1v\int_0^{g_0}e^{-b/g}\,dg .
\]

The exchange of limits has absorbed the minus sign. The speed diverges as \(g\to0\), but its reciprocal, which is the integrand, tends to zero there. The integral is therefore finite and needs no cutoff.

The singularity sits in the combination \(b/g\), so use it as variable:

\[
u=\frac bg,\qquad g=\frac bu,\qquad dg=-\frac{b}{u^2}\,du .
\]

The end \(g=0\) becomes \(u=\infty\), and \(g=g_0\) becomes \(u=x\). Hence

\[
v\,t_{\rm SET}=\int_\infty^x e^{-u}\left(-\frac b{u^2}\right)du
=b\int_x^\infty\frac{e^{-u}}{u^2}\,du .
\]

Now integrate by parts, with \(1/u^2\) as the derivative of \(-1/u\):

\[
\int_x^\infty\frac{e^{-u}}{u^2}du
=\left[-\frac{e^{-u}}u\right]_x^\infty-\int_x^\infty\frac{e^{-u}}u\,du
=\frac{e^{-x}}x-E_1(x).
\]

The remaining integral defines the exponential integral,

\[
E_1(x)=\int_x^\infty\frac{e^{-u}}u\,du .
\]

Multiplying by \(b\) and using \(b/x=g_0\) gives the exact SET time of the differential equation:

\[
\boxed{\,t_{\rm SET}=\frac1v\left[g_0\,e^{-b/g_0}-b\,E_1\!\left(\frac b{g_0}\right)\right]\,}
\]

The first term is the time at frozen initial speed. The second is the time saved by the acceleration.

### A form without cancellation

For large \(x\) the two terms nearly cancel. Define the family

\[
E_n(x)=\int_1^\infty\frac{e^{-xs}}{s^n}\,ds ,\qquad x>0.
\]

For \(n=1\) the substitution \(u=xs\) returns the definition above. The same substitution in the integral with \(1/u^2\) gives

\[
\int_x^\infty\frac{e^{-u}}{u^2}\,du=\int_1^\infty\frac{e^{-xs}}{x^2s^2}\,x\,ds=\frac{E_2(x)}x .
\]

Therefore

\[
t_{\rm SET}=\frac{g_0}v\,E_2(x),\qquad E_2(x)=e^{-x}-xE_1(x).
\]

Everything specific to the exponent is now in one function of one dimensionless number, multiplied by the time \(g_0/v\) that closure would take at speed \(v\).

Direct numerical quadrature of the original integral was compared with both forms at \(x=0.1,\,1,\,3,\,10\) and \(40\). The largest relative difference was \(7.3\times10^{-15}\).

### The limit of small exponent

For \(0<x<1\), split the integral for \(E_1\) at \(u=1\). Below 1 use \(e^{-u}<1\), and above 1 use \(1/u<1\):

\[
E_1(x)<\int_x^1\frac{du}u+\int_1^\infty e^{-u}du=\ln\frac1x+e^{-1}.
\]

Since \(x\ln(1/x)\to0\), also \(xE_1(x)\to0\), so \(E_2(x)\to1\) and \(t_{\rm SET}\to g_0/v\). This agrees with the simplified gap.

The limit is correct for the equation but not for the hopping process behind it. Without voltage, forward and backward hops balance and the gap has no reason to close. Restoring the backward hops makes the speed \(2v\sinh(b/g)\). For \(b\ll g_0\) the hyperbolic sine may be replaced by its argument over most of the gap, and the time becomes

\[
\frac1{2vb}\int_0^{g_0}g\,dg=\frac{g_0^2}{4vb},
\]

which diverges as \(b\to0\). The law with a single exponential thus describes a driven gap, with \(e^{-2x}\ll1\).

### The whole trajectory, and closure to a finite gap

If the integral is stopped at a gap \(g\) instead of zero, the part from 0 to \(g\) is missing. That part has the same form with \(g\) in place of \(g_0\), so

\[
v\,t=g_0E_2\!\left(\frac b{g_0}\right)-g\,E_2\!\left(\frac bg\right).
\]

This is the trajectory, given as time against gap. It can be confirmed by differentiation. From the definition of the family, \(dE_2/dx=-E_1\), because differentiating \(e^{-xs}\) brings down \(-s\). Hence

\[
\frac{d}{dg}\left[gE_2\!\left(\frac bg\right)\right]
=E_2\!\left(\frac bg\right)+g\left[-E_1\!\left(\frac bg\right)\right]\left(-\frac b{g^2}\right)
=E_2\!\left(\frac bg\right)+\frac bg\,E_1\!\left(\frac bg\right)=e^{-b/g}.
\]

The last step is the relation between \(E_2\) and \(E_1\). It follows that \(v\,dt/dg=-e^{-b/g}\), which is the original law.

If contact is considered made at a finite gap \(g_f\), the SET time is the trajectory formula at \(g=g_f\). The term \(g_fE_2(b/g_f)/v\) is the time that the complete closure would still have needed.

The trajectory was also checked by stepping the differential equation forward in time at \(x=9.6704\), from \(g_0\) to \(g_0/2\). The elapsed time agreed with the formula to a relative difference of \(6.1\times10^{-13}\).

### A gap in hafnium oxide

For numbers, take an oxygen-vacancy filament in HfO2 with rough typical parameters: \(g_0=2.00\) nm, \(V=1.00\) V, \(T=300\) K, \(a=0.25\) nm, \(E_a=0.80\) eV, \(f=10^{13}\) Hz and \(\gamma=4.0\). The thermal energy is \(kT=0.02585\) eV. The speed without field is

\[
v=(0.25\ \text{nm})(10^{13}\ \text{s}^{-1})\,e^{-0.80/0.02585}=0.0909\ \text{nm/s},
\]

and the field length and starting exponent are

\[
b=\frac{4.0\times0.25\ \text{nm}\times1.00\ \text{eV}}{2\times0.02585\ \text{eV}}=19.34\ \text{nm},
\qquad x=\frac{19.341}{2.00}=9.670 .
\]

At speed \(v\) the closure would take \(g_0/v=22.0\) s. The exponential integrals are \(E_1(x)=5.961\times10^{-6}\) and \(E_2(x)=5.480\times10^{-6}\), so

\[
t_{\rm SET}=22.004\ \text{s}\times5.4795\times10^{-6}=1.206\times10^{-4}\ \text{s}=120.6\ \mu\text{s}.
\]

The cancellation in the form with \(E_1\) is visible here. The saved part is \(xE_1=5.764\times10^{-5}\), and adding \(E_2\) gives \(e^{-x}=6.312\times10^{-5}\). Frozen initial speed would thus give \(22.004\ \text{s}\times6.312\times10^{-5}=1.39\) ms, and acceleration removes about 91% of it.

## Second half: the asymptote, its error and its use

The gap \(g\) obeys \(dg/dt=-v e^{b/g}\) from \(g_0\), with \(v=af e^{-E_a/kT}\) and \(b=\gamma qaV/(2kT)\) for hops of length \(a\), barrier \(E_a\) and attempt frequency \(f\) at gap voltage \(V\). The factor \(\gamma\) combines ionic charge number and local-field enhancement. With \(x=b/g_0\) and \(E_n(x)=\int_1^\infty e^{-xs}s^{-n}ds\), the first half found

\[
t_{\rm SET}=\frac{g_0}vE_2(x),\qquad
v\,t=g_0E_2(x)-gE_2(b/g),\qquad E_2=e^{-x}-xE_1 .
\]

The example has \(g_0=2\) nm, \(V=1\) V, \(T=300\) K, \(x=9.670\) and \(t_{\rm SET}=120.6\ \mu\)s.

### The series for large x

In the integral for \(E_n\), integrate \(e^{-xs}\) and differentiate \(s^{-n}\):

\[
E_n(x)=\left[-\frac{e^{-xs}}{x\,s^n}\right]_1^\infty-\frac nx\int_1^\infty\frac{e^{-xs}}{s^{n+1}}ds
=\frac{e^{-x}}x-\frac nx\,E_{n+1}(x).
\]

Start at \(n=2\) and apply the rule repeatedly:

\[
E_2=\frac{e^{-x}}x-\frac2xE_3
=\frac{e^{-x}}x-\frac{2e^{-x}}{x^2}+\frac{2\cdot3}{x^2}E_4=\dots
\]

Each step brings a new factor \(-n/x\). After \(N\) steps,

\[
e^xE_2(x)=\sum_{k=0}^{N-1}(-1)^k\frac{(k+1)!}{x^{k+1}}+R_N,\qquad
R_N=(-1)^N\frac{(N+1)!}{x^N}\,e^xE_{N+2}(x).
\]

This is an identity. Since \(s^{-n}<1\) for \(s>1\), we have \(0<e^xE_n(x)<1/x\). The remainder therefore has the sign of the first omitted term and is smaller than it in magnitude:

\[
|R_N|<\frac{(N+1)!}{x^{N+1}} .
\]

At fixed \(N\) the remainder is of higher order in \(1/x\) than the terms kept, which is what makes the series asymptotic. Multiplying by \(g_0e^{-x}/v\) and using \(g_0/x=g_0^2/b\),

\[
\boxed{\,t_{\rm SET}\sim\frac{g_0^2}{b\,v}\,e^{-b/g_0}\left[1-\frac{2g_0}b+\frac{6g_0^2}{b^2}-\dots\right],\qquad \frac b{g_0}\to\infty\,}
\]

The leading term is that of the straight-line exponent. The next one can be recovered from the same picture. With \(\epsilon=\delta/g_0\), the exponent is \(x(1+\epsilon+\epsilon^2+\dots)\), and the quadratic part changes the integral to

\[
\int_0^\infty e^{-x\epsilon}(1-x\epsilon^2)\,d\epsilon=\frac1x-x\,\frac2{x^3}=\frac1x-\frac2{x^2}.
\]

The correction \(-2/x\) is thus the curvature of \(1/g\).

The series does not converge: successive terms have the ratio \((k+2)/x\) in magnitude, which exceeds 1 once \(k+2>x\). Adding terms helps only up to about that point. The sign and size of the remainder were tested against quadrature at \(x=5,\,10\) and \(30\) for \(N=1\) to 6, and held in every case.

This part has solved the closing law exactly in terms of \(E_2\) and derived the series for large \(x\) with a bound on its remainder. What remains is to find bounds that hold for every \(x\), to see how the time is spent and how it depends on voltage, and to test the law's assumptions on the example.

Numbers in the example were calculated in double precision.
